# Width and Energy of a 180° Ferroelectric Wall in Quartic Landau Theory

## A straight ramp between two domains

Take a film with polarization $-P_0$ on the left and $+P_0$ on the right, and join the two by a straight ramp, $P=P_0x/w$ for $|x|<w$. Two costs compete. A steep ramp has a large gradient; a wide ramp holds much material away from its preferred polarization.

To put numbers on them, let the polarization point along the film normal $z$ and vary only along $x$, which lies in the film plane. The free energy density is

$$f=-\frac a2P^2+\frac b4P^4+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad a,b,g>0 .$$

This is a mean-field model with one polarization component, no applied field and an upright wall far from other walls and from the film surfaces. Since $P_z$ does not vary along $z$, the bound charge density $-\partial P_z/\partial z$ is zero inside the film, so the wall makes no electrostatic field of its own.

In a uniform domain $-aP+bP^3=0$. The root $P=0$ is a maximum, because the second derivative $-a+3bP^2$ is $-a$ there. The other roots,

$$P=\pm P_0,\qquad P_0=\sqrt{a/b},$$

have second derivative $-a+3a=2a>0$ and are the two domains. Each has energy density $-aP_0^2/2+bP_0^4/4=-a^2/4b$. That energy is present with or without a wall, and its integral grows with the length of the film, so it must be subtracted:

$$W(P)=-\frac a2P^2+\frac b4P^4+\frac{a^2}{4b}=\frac b4\left(P_0^2-P^2\right)^2 .$$

Expanding the square and using $bP_0^2=a$ confirms the last form. The wall energy per area is then

$$\sigma[P]=\int_{-\infty}^{\infty}\left[\frac g2P'^2+W(P)\right]dx .$$

For the ramp the gradient term is $\frac g2(P_0/w)^2\cdot2w=gP_0^2/w$. With $u=x/w$ and $bP_0^4=aP_0^2$, the well term is

$$\frac{aP_0^2}{4}\,w\int_{-1}^{1}(1-u^2)^2du=\frac{aP_0^2}{4}\,w\cdot\frac{16}{15}=\frac{4}{15}aP_0^2w .$$

Setting the derivative of the sum with respect to $w$ to zero gives $g/w^2=4a/15$, hence

$$w=\sqrt{\frac{15g}{4a}},\qquad \sigma_{\rm ramp}=\frac{4}{\sqrt{15}}P_0^2\sqrt{ag}\approx1.033\,P_0^2\sqrt{ag}.$$

**Limit $g\to0$.** Both the width and the energy vanish as $\sqrt g$. Without gradient energy a sharp jump costs nothing in this continuum model. The gradient term therefore gives the wall both its thickness and its energy.

## Letting the profile choose its shape

Now free the profile. Change $P$ to $P+\eta$, with $\eta$ vanishing far away. To first order,

$$\delta\sigma=\int\left[gP'\eta'+\frac{dW}{dP}\eta\right]dx=\int\left[-gP''+\frac{dW}{dP}\right]\eta\,dx,$$

after integration by parts. For this to vanish for every $\eta$,

$$gP''=\frac{dW}{dP}=-aP+bP^3 .$$

Multiply by $P'$. The left side becomes $\frac{d}{dx}(gP'^2/2)$ and the right side $dW/dx$, so $\frac g2P'^2-W$ is constant. Deep in either domain $P'=0$ and $W=0$, so the constant is zero:

$$\frac g2P'^2=W(P).$$

At each point the gradient energy equals the well energy. The same step shows where the model stops giving a static wall. The constant must have one value at both ends, which requires wells of equal depth. A field along $z$ makes the depths unequal, and in this continuum no static profile then joins the two domains. A lattice or defects can still pin a wall against a weak field.

For a rising wall take the positive root:

$$\frac{dP}{dx}=\sqrt{\frac{b}{2g}}\left(P_0^2-P^2\right).$$

Let $x_0$ be the point where $P=0$. Separating variables and integrating from there,

$$\int_0^P\frac{dp}{P_0^2-p^2}=\frac1{P_0}\operatorname{artanh}\frac P{P_0}=\sqrt{\frac b{2g}}\,(x-x_0).$$

Since $P_0\sqrt{b/2g}=\sqrt{a/2g}$,

$$P(x)=P_0\tanh\frac{x-x_0}{\delta},\qquad \delta=\sqrt{\frac{2g}{a}} .$$

Substitution confirms it. With $t=\tanh[(x-x_0)/\delta]$ we have $P'=(P_0/\delta)(1-t^2)$ and $P''=-(2P_0/\delta^2)\,t(1-t^2)$. Because $2g/\delta^2=a$, the left side is $gP''=-aP_0t+aP_0t^3$. The last term is $bP^3$, since $a=bP_0^2$.

**Limit far from the wall.** Put $P=P_0-q$ with small $q$. The curvature of the well is $2a$, so the field equation becomes $gq''=2aq$, and $q$ decays as $e^{-x\sqrt{2a/g}}=e^{-2x/\delta}$. The hyperbolic tangent has the same tail, $1-\tanh(x/\delta)\approx2e^{-2x/\delta}$. At the centre the slope is $P_0/\delta$. A line with that slope reaches $\pm P_0$ at distance $\delta$ on each side, so $2\delta$ is a natural full width.

## The energy, and why it is the minimum

Equal sharing turns the energy density into $2W=\sqrt{2gW}\,P'$, and the integral over $x$ into one over $P$:

$$\sigma=\int_{-P_0}^{P_0}\sqrt{2gW}\,dP=\sqrt{\frac{gb}{2}}\int_{-P_0}^{P_0}(P_0^2-P^2)\,dP=\frac43\sqrt{\frac{gb}{2}}\,P_0^3 .$$

The last integral is $2P_0^3-\frac23P_0^3=\frac43P_0^3$. Inserting $P_0^3=(a/b)^{3/2}$,

$$\boxed{\;\sigma=\frac{2\sqrt2}{3}\,\frac{a^{3/2}g^{1/2}}{b}=\frac23\,aP_0^2\,\delta\;}$$

In the ramp's units this is $0.943\,P_0^2\sqrt{ag}$. The ramp had the right scaling and a prefactor 9.5% too high.

Stationarity alone does not prove a minimum. For any profile, however,

$$\frac g2P'^2+W=\left(\sqrt{\frac g2}\,|P'|-\sqrt W\right)^2+\sqrt{2gW}\,|P'|\ \ge\ \sqrt{2gW}\,|P'| .$$

A continuous profile from $-P_0$ to $P_0$ passes every value in between at least once. The integral of the right side is therefore at least $\int_{-P_0}^{P_0}\sqrt{2gW}\,dP$, which is the $\sigma$ just found. Turning back or overshooting the wells adds to it. Equality needs a profile that never turns back and has zero square everywhere. That is the first-order equation solved above, whose solution is fixed once $x_0$ is given. The tanh wall is thus the least-energy wall, unique up to its position.

**Limit near the transition.** Let $a$ fall towards zero with $b$ and $g$ fixed. Then $\delta\propto a^{-1/2}$ grows and $\sigma\propto a^{3/2}$ vanishes: the wall spreads out and becomes cheap. This is the mean-field law; close to the transition, fluctuations left out here can change it.

## Numbers for a perovskite film

Take round parameters in the rough regime of a strained lead titanate film: $P_0=70\ \mu\mathrm{C/cm^2}$ (that is, $0.70\ \mathrm{C/m^2}$), $a=7\times10^8$ m/F and $g=10^{-10}\ \mathrm{m^3/F}$. The strain matters to the choice. Bulk lead titanate has a first-order transition, outside this quartic model, whereas clamping by a substrate can make the quartic coefficient positive. It stays small, however, of order $2\times10^8$ in the units of $b$, and a sixth-order term largely sets $P_0$ in the real film, so the $b$ below is an effective value fixed by the chosen $a$ and $P_0$. Then

$$b=\frac{7\times10^8}{0.70^2}=1.43\times10^9\ \mathrm{J\,m^5/C^4},\qquad \delta=\sqrt{\frac{2\times10^{-10}}{7\times10^8}}\ \mathrm m=0.535\ \mathrm{nm},$$

$$\sigma=\tfrac23(7\times10^8)(0.49)(0.5345\times10^{-9})\ \mathrm{J/m^2}=122\ \mathrm{mJ/m^2}=0.763\ \mathrm{eV/nm^2}.$$

The full width is 1.07 nm. The coefficient $a$ can be judged from the small-field response: $dE/dP=2a$ in a domain gives a relative susceptibility $1/(2a\varepsilon_0)=80.7$.

The result was tested without assuming the tanh shape. The energy was written on planes 0.02 nm apart and relaxed from a straight ramp. The relaxed profile differed from the tanh by at most $7.9\times10^{-5}P_0$, and the gradient share of the energy was 0.50005. Extrapolating the energies for spacings of 0.04 and 0.02 nm to zero gave 122.227 mJ/m², the same as the formula to the digits printed. Reducing $g$ a hundredfold, with the plane spacing reduced tenfold to follow $\delta$, cut the energy by a factor of ten; this confirms the scaling only.

Trial walls, each at its best width, cost more: 133.9 mJ/m² for the ramp and 122.6 mJ/m² for an error function. The second is only 0.3% above the minimum. A wall energy is thus a weak test of the wall's shape, as expected near a minimum, where a small error in shape enters the energy at second order.

## Putting the lattice back

The full width $2\delta$ is less than three unit cells. With planes $d=0.39$ nm apart, $d/\delta=0.73$, so replace $P'$ by $(P_{n+1}-P_n)/d$ and the integral by a sum. About the midpoint of a link, a Taylor expansion gives

$$\frac{P_{n+1}-P_n}{d}=P'+\frac{d^2}{24}P'''+\dots,$$

whose square is $P'^2+\frac{d^2}{12}P'P'''+\dots$. Replacing the sum by an integral brings no correction in powers of $d$, because all derivatives vanish in the domains. Integrating by parts,

$$\Delta\sigma\approx\frac g2\cdot\frac{d^2}{12}\int P'P'''dx=-\frac{gd^2}{24}\int P''^2dx .$$

The change of profile does not enter at this order, since $\sigma$ is stationary. With $dx=\delta\,dt/(1-t^2)$,

$$\int P''^2dx=\frac{4P_0^2}{\delta^3}\int_{-1}^1t^2(1-t^2)\,dt=\frac{16P_0^2}{15\,\delta^3}.$$

Writing $\sigma=\frac43gP_0^2/\delta$, which follows from $a=2g/\delta^2$, gives

$$\frac{\Delta\sigma}{\sigma}\approx-\frac1{30}\left(\frac d\delta\right)^2=-1.8\%.$$

The relaxed lattice walls have energies of 120.0 mJ/m² when centred on a plane and 119.7 mJ/m² when centred between planes, 1.8% and 2.1% below the continuum value. The difference of 0.33 mJ/m² is absent from the continuum, where $x_0$ is free; on the lattice the wall prefers to sit between planes. One cell from the centre of the plane-centred wall, $P$ is 45.6 µC/cm² against 43.6 for the tanh, so the lattice wall is slightly steeper at its centre. This chain has one variable per cell and says nothing about how the several atoms of a real cell change the difference.

## Changing the well

**Strain.** Suppose $a$ and $b$ were obtained from uniform films free to stretch along $z$. Let $e$ be that strain and add an elastic energy $\frac K2(e-QP^2)^2$. A uniform film chooses $e=QP^2$ and pays nothing. In a wall, material on neighbouring planes must keep the same length along $z$, so $e$ stays at its domain value $QP_0^2$. The excess energy becomes

$$W=\frac b4(P_0^2-P^2)^2+\frac{KQ^2}{2}(P_0^2-P^2)^2 .$$

This is again the symmetric quartic, with $b$ replaced by $b+2KQ^2$ and $P_0$ unchanged. The tanh survives, and $\sigma\propto\sqrt b$ at fixed $P_0$ and $g$. For rough values $K=100$ GPa and $Q=0.09\ \mathrm{m^4/C^2}$, $2KQ^2=1.62\times10^9\ \mathrm{J\,m^5/C^4}$, larger than $b$ itself. The energy rises by the factor $\sqrt{1+1.62/1.43}=1.46$ to 179 mJ/m², and $\delta$ falls to 0.37 nm, less than a cell, so the lattice corrections, which grow with $d/\delta$, matter more than before. The 122 mJ/m² above therefore holds if $a$ and $b$ already refer to strain frozen along the wall.

**A sixth-order term.** Consider the tricritical case, where the quartic term vanishes and $f=-\frac{a_1}2P^2+\frac c6P^6$. Hold $P_0$ and the curvature $2a$ fixed. Zero slope gives $a_1=cP_0^4$; the curvature gives $-a_1+5cP_0^4=4cP_0^4=2a$. So $a_1=a/2$, $c=a/(2P_0^4)$, and with $u=P/P_0$

$$W=\frac{aP_0^2}{12}(u^6-3u^2+2)=\frac{aP_0^2}{12}(1-u^2)^2(u^2+2).$$

The extra factor $u^2+2$ means that $P'$ is no longer proportional to $P_0^2-P^2$, so the profile is not a tanh. The energy integral $\int\sqrt{2gW}\,dP$ still holds, since its derivation used only equal wells. It gives 105 mJ/m², or 14% less. This is not a bound: a negative quartic term, as in a first-order material, lowers the energy further at the same $P_0$ and curvature.

## Turning the wall, and closing the film

If the polarization pointed along the wall normal, the wall would carry bound charge: it would be tail-to-tail with negative charge for the profile above ($-P_0$ on the left, $+P_0$ on the right), and head-to-head with positive charge for the reverse. Without free charge $D=P+\varepsilon_0\varepsilon_bE$ is constant along $x$. For a profile odd in $x$ and no applied voltage it must be zero, so $E=-P/(\varepsilon_0\varepsilon_b)$. This adds $P^2/(2\varepsilon_0\varepsilon_b)$ to the energy density. For a rough background permittivity $\varepsilon_b=7$, the new stiffness $1/(\varepsilon_0\varepsilon_b)$ is 23 times $a$. The quadratic coefficient turns positive, the double well disappears, and so does the wall. Such a charged wall, head-to-head or tail-to-tail, needs compensating charge, for instance from free carriers.

In the upright geometry the charge sits at the film surfaces. Let shorted electrodes screen it with an effective length $\lambda$ each, in a film of thickness $h$. Zero total voltage requires $Eh+2\lambda D/\varepsilon_0=0$, hence

$$E=-\frac{2\lambda P}{\varepsilon_0(h+2\lambda\varepsilon_b)} .$$

For $h=50$ nm and a rough $\lambda=0.01$ nm, the field in domains much wider than $h$ is 0.305 MV/cm, and their polarization falls from 70 to 67.7 µC/cm². This estimate concerns the domains; stray fields where the wall meets the surface are not included.

## Beside a real film

The polarization chosen is typical in rough size for lead titanate, and first-principles calculations for its 180° walls give energies of order 100 mJ/m² and widths of a cell or two, so the chosen inputs give the right order of magnitude. This is no test of the model, because $\sigma$ depends on $g$, which was simply chosen. Doubling the gradient coefficient at fixed $a$ and $b$ raises $\sigma$ by 41%. Strain gives the 46% found above, for the rough values used there, if free-strain coefficients are used. Operating temperature matters too. With $a\propto T_c-T$, a rough $T_c=900$ K, and $b$ and $g$ fixed, heating from 300 to 400 K multiplies $a$ by $5/6$ and $\sigma$ by $(5/6)^{3/2}=0.76$, giving 93 mJ/m². This is the quartic law. In the tricritical case, which is closer to real lead titanate films, $P_0\propto(T_c-T)^{1/4}$ and $\sigma\propto T_c-T$, so the factor is only $5/6=0.83$. These shifts are separate estimates and should not be added.

Thermal wandering of the wall is also missing. The wall energy per cell face, $\sigma d^2=0.116$ eV, is about 4.5 times $kT$ at 300 K. This ratio alone does not show how far the wall wanders; the effect on $\sigma$ was not calculated here. The remaining digits are in the numerical output below.

## Calculated quantities

```
INPUTS (round, rough strained-PbTiO3 regime)
P0 = 70.0 uC/cm2
a = 7.000e+08 m/F
g = 1.000e-10 m^3/F
b = a/P0^2 = 1.4286e+09 J m^5/C^4
WALL
1/(2 a eps0) = 80.7 (no unit)
well depth W(0) = 85.75 MJ/m3
delta = 0.5345 nm
full width 2 delta = 1.069 nm
sigma, formula = 122.227 mJ/m2
sigma, formula = 0.7629 eV/nm2
sigma, integral over P = 122.227 mJ/m2
sigma, relaxed and extrapolated = 122.227 mJ/m2
largest profile error / P0 = 7.9e-05
gradient share of energy = 0.50005
energy ratio for g/100 = 0.10000
best straight ramp = 133.893 mJ/m2
best error-function wall = 122.559 mJ/m2
LATTICE
cell = 0.39 nm, cell/delta = 0.730
wall on a plane = 120.0252 mJ/m2
wall between planes = 119.6983 mJ/m2
difference = 3.27e-01 mJ/m2
P one cell out, lattice = 45.55 uC/cm2
P one cell out, tanh = 43.60 uC/cm2
OTHER NEGLECTED EFFECTS (rough inputs)
tricritical sigma = 104.55 mJ/m2
tricritical change = -14.5 %
stiffness K = 100 GPa
electrostriction Q = 0.09 m^4/C^2
frozen-strain sigma = 178.55 mJ/m2
frozen-strain change = 46.1 %
frozen-strain delta = 0.366 nm
Tc = 900 K, from 300 K to 400 K
hot sigma = 92.98 mJ/m2
hot change = -23.9 %
hot delta = 0.5855 nm
film thickness = 50 nm
screening length per electrode = 0.010 nm
background permittivity = 7.0 (no unit)
depolarizing field = 0.305 MV/cm
domain P with this field = 67.71 uC/cm2
head-to-head stiffness / a = 23.0
sigma per cell face = 0.1160 eV
kT at 300 K = 0.0259 eV
```
